# Absorber Density from Cavity Ring-Down with a Partly Filled Cavity

## The form of the answer

Light travels back and forth between two mirrors a distance $L$ apart. An absorber fills a length $d<L$ of the path. Let $\tau$ be the decay time of the light energy with the absorber active, and $\tau_0$ the decay time with its absorption removed. The extra decay rate is

$$\Gamma=\frac1\tau-\frac1{\tau_0}.$$

The absorber acts on a passing beam through one pure number, its loss exponent per pass $K$: the beam leaves with the fraction $e^{-K}$ of its energy. The only rate that can be built from the speed of light and the mirror spacing is $c/L$. Hence $\Gamma=(c/L)F$, where $F$ is dimensionless and could depend on $K$, on $d/L$, on the absorber's position and on the mirror losses.

Two properties fix $F$. Sliding the absorber along the axis, or stretching it at fixed $K$, changes neither the time of a round trip nor its total loss, so position and length cannot matter as long as the absorber is many wavelengths long. Transmissions of successive absorbers multiply, so their decay rates add, whatever the other losses are. Thus $F$ is proportional to $K$. One pass takes $L/c$ and adds $K$ to the loss exponent, so the factor is one:

$$\Gamma=\frac{c}{L}K.$$

The average time between passes through the absorber is set by $L$, while the absorption in each pass builds up over $d$. The proof below makes this argument precise.

## Assumptions and theorem

Let $x$ run along the cavity axis, $n(x)$ be the density of atoms in the lower level of the transition, and $\sigma$ the absorption cross section at the laser frequency. The assumptions are:

1. The absorber is steady and unsaturated, and $\sigma$ is the same along the beam. It extends over many wavelengths without structure on the scale of a wavelength, so that the nodes and antinodes of the standing wave average out.
2. The laser line is so narrow that one value of $\sigma$ serves for all the light.
3. All other losses are equal in the two measurements. They multiply the energy by a factor $G$ per round trip, with $0<G<1$. If the mirrors are the only other loss, $G=R_1R_2$, where $R_1$ and $R_2$ are their power reflectivities.
4. The sample does not change the single-pass time $L/c$.
5. The detector signal is proportional to the light energy in the cavity.

**Theorem.** Under these assumptions

$$\frac Lc\left(\frac1\tau-\frac1{\tau_0}\right)=\sigma\int n\,dx .$$

If all absorbers lie within the length $d$, their mean density there is

$$\bar n=\frac1d\int n\,dx=\frac{L}{c\,\sigma d}\left(\frac1\tau-\frac1{\tau_0}\right).$$

Neither weak absorption nor $1-R\ll1$ is assumed.

## Lemmas and proof

**Lemma 1 (one pass).** A pass through the sample multiplies the energy by $e^{-K}$, with $K=\sigma\int n\,dx$.

*Proof.* A layer of thickness $dx$ holds $n\,dx$ absorbers per unit area, which remove the fraction $\sigma n\,dx$ of the intensity $I$. Therefore

$$\frac{dI}{dx}=-\sigma nI,\qquad \frac{dI}{I}=-\sigma n\,dx .$$

Integration across the sample gives

$$\ln\frac{I_{\rm out}}{I_{\rm in}}=-\sigma\int n\,dx=-K .$$

In the opposite direction the same layers are crossed in reverse order. Their integral, and so the transmission, is unchanged. ∎

**Lemma 2 (decay time).** The energy decays at the rate

$$\frac1\tau=\frac{c}{2L}\left(-\ln G+2K\right).$$

*Proof.* A round trip crosses the sample twice, so it multiplies the energy by $Ge^{-2K}$. The order of the factors is irrelevant, which is why the sample position drops out. After $k$ round trips

$$U_k=U_0\left(Ge^{-2K}\right)^k=U_0\exp[-k(-\ln G+2K)].$$

These energies belong to the times $t_k=2Lk/c$. Substituting $k=ct_k/(2L)$ gives

$$U_k=U_0\exp\left[-\frac{c\,t_k}{2L}(-\ln G+2K)\right].$$

Comparison with $U_0e^{-t_k/\tau}$ proves the lemma. Within a round trip the detector may see separate pulses, but the pattern repeats with this decay. ∎

**Proof of the theorem.** With the absorption removed, $K=0$ and

$$\frac1{\tau_0}=\frac{c}{2L}(-\ln G).$$

Subtracting this from Lemma 2 cancels $G$:

$$\frac1\tau-\frac1{\tau_0}=\frac{c}{2L}\,2K=\frac cL K .$$

Multiplication by $L/c$ and $K=\sigma\int n\,dx$ give the first statement. Since $\int n\,dx=\bar nd$, division by $\sigma d$ gives the second. ∎

**Remark 1 (what is measured).** The times give a column density. The length $d$ enters when that column is turned into a density. Putting $L$ in place of $d$ gives the mean over the whole cavity, which is smaller by the factor $d/L$. For $d\to L$ the two agree. As $d$ shrinks at fixed density the signal falls in proportion to $d$; at fixed column it does not change. Both statements need $d$ much larger than the wavelength. A layer much thinner than the wavelength adds almost no loss at a node of a cavity mode and almost $2K$ per pass at an antinode.

**Remark 2 (a longer cavity).** Dividing the extra rate by the baseline rate gives

$$\frac{\tau_0}{\tau}-1=\frac{2K}{-\ln G}.$$

At fixed column and fixed loss per round trip, the relative change of ring-down time is independent of $L$. A longer cavity stretches both times by the same factor.

**Remark 3 (energy and field).** Energy is proportional to the square of the field amplitude, so the amplitude has decay time $2\tau$. The theorem requires the energy time.

## The cross section

**Lemma 3 (integrated cross section).** For a narrow line of wavelength $\lambda$, spontaneous rate $A$, and lower and upper level weights $g_l,g_u$, in randomly oriented atoms,

$$S=\int\sigma\,d\nu=\frac{\lambda^2}{8\pi}\frac{g_u}{g_l}A .$$

*Proof.* Place the atoms in thermal radiation with $q=1/(e^y-1)$ photons per mode, where $y=h\nu/(k_BT)$. There are $8\pi\nu^2/c^3$ modes per volume and frequency, and photons move at speed $c$. The photon flux per frequency, summed over directions, is thus $8\pi\nu^2q/c^2=8\pi q/\lambda^2$. A lower-level atom absorbs at the rate $8\pi qS/\lambda^2$. An upper-level atom emits at the rate $A+bq$, where $b$ describes stimulated emission.

In equilibrium the upward and downward rates balance, and the populations obey $N_u/N_l=(g_u/g_l)e^{-y}$:

$$\frac{8\pi}{\lambda^2}qS=\frac{g_u}{g_l}e^{-y}(A+bq).$$

From the definition of $q$ we have $e^{-y}=q/(1+q)$. Inserting this, cancelling $q$ and multiplying by $1+q$ yields

$$\frac{8\pi}{\lambda^2}S(1+q)=\frac{g_u}{g_l}(A+bq).$$

This holds at every temperature, hence for every $q>0$. The terms without $q$ give the lemma; those linear in $q$ give $b=A$. ∎

**Lemma 4 (Doppler peak).** If thermal motion alone broadens the line, its full width at half maximum $W$ and the cross section at its centre are

$$W=\nu_0\sqrt{\frac{8\ln2\,k_BT}{Mc^2}},\qquad \sigma_0=S\,\frac2W\sqrt{\frac{\ln2}{\pi}} .$$

*Proof.* An atom with velocity $v$ along the beam absorbs at $\nu=\nu_0(1+v/c)$. Its velocity is therefore $v=cu/\nu_0$, with $u=\nu-\nu_0$. The Maxwell factor $\exp[-Mv^2/(2k_BT)]$ becomes

$$\exp\left[-\frac{Mc^2u^2}{2k_BT\nu_0^2}\right].$$

It equals one half at $u=W/2$, so $Mc^2W^2/(8k_BT\nu_0^2)=\ln2$, which gives $W$. The profile is then proportional to $\exp(-4\ln2\,u^2/W^2)$. Its integral over $u$ is $W\sqrt{\pi/(4\ln2)}$. Unit area requires the inverse of this as the peak height, namely $(2/W)\sqrt{\ln2/\pi}$. ∎

At fixed $K$, the inferred density varies as $1/\sigma_0\propto\sqrt T/A$.

## Example: trace iron in an argon plasma

Consider iron sputtered from steel parts into an unmagnetized argon process plasma. The Fe line near 372 nm starts from the lowest fine-structure level. Rough atomic data are $A=1.6\times10^7\ \mathrm{s^{-1}}$, $g_l=9$ and $g_u=11$. The mass is taken as 56 atomic mass units and the gas temperature as 500 K. The chosen cavity has $L=80$ cm and $d=20$ cm, and the chosen ring-down times are $\tau_0=2.60$ µs and $\tau=1.80$ µs. The baseline is taken with the plasma on and the laser tuned away from the line. This requires the other losses to be equal at both wavelengths.

The extra decay rate is

$$\Gamma=\frac1{1.80\ \mathrm{\mu s}}-\frac1{2.60\ \mathrm{\mu s}}=1.709\times10^5\ \mathrm{s^{-1}} .$$

One pass takes $L/c=2.669$ ns, so

$$K=(2.669\times10^{-9}\ \mathrm s)(1.709\times10^5\ \mathrm{s^{-1}})=4.56\times10^{-4}.$$

The baseline loss exponent per pass is $L/(c\tau_0)=1.026\times10^{-3}$. If equal mirrors cause all of it, each has reflectivity 0.99897. The absorber thus adds a little under half of the baseline loss.

Lemma 3 gives $S=1.077\times10^{-3}\ \mathrm{cm^2\,Hz}$. Lemma 4 gives $W=1.725$ GHz and a peak profile of $5.447\times10^{-10}$ s. Their product is

$$\sigma_0=5.87\times10^{-13}\ \mathrm{cm^2}.$$

The column is $K/\sigma_0=7.78\times10^8\ \mathrm{cm^{-2}}$. Division by 20 cm gives

$$\bar n=3.9\times10^7\ \mathrm{cm^{-3}}=3.9\times10^{13}\ \mathrm{m^{-3}} .$$

Two figures are kept because $A$ is rough. Dividing the column by 80 cm would give $9.7\times10^6\ \mathrm{cm^{-3}}$, the mean over the whole cavity and one quarter of the density in the sample.

This is the density in one level. The five levels of the ground term have rough energies 0, 0.052, 0.087, 0.11 and 0.12 eV, and weights 9, 7, 5, 3 and 1. If they are thermally populated at 500 K and higher terms are neglected, the lowest level holds

$$\frac{9}{\sum_i g_i e^{-E_i/(k_BT)}}=0.75$$

of the atoms. The total Fe density is then about $5.2\times10^7\ \mathrm{cm^{-3}}$. This step rests on thermal populations, which the ring-down times do not establish.

## Timing error and detection floor

**Proposition.** For small independent errors $\delta\tau$ and $\delta\tau_0$, with the other quantities held fixed,

$$\frac{\delta\bar n}{\bar n}=\frac{\sqrt{(\delta\tau/\tau^2)^2+(\delta\tau_0/\tau_0^2)^2}}{1/\tau-1/\tau_0}.$$

*Proof.* Since $d(1/\tau)=-d\tau/\tau^2$, the two inverse times have standard errors $\delta\tau/\tau^2$ and $\delta\tau_0/\tau_0^2$. Independent errors add in quadrature. The density is proportional to $1/\tau-1/\tau_0$, so the relative error follows on division. ∎

For a relative error of 0.5 % in each time, the errors of the inverse times are 0.00278 and 0.00192 µs⁻¹. Together they make 0.00338 µs⁻¹. Divided by 0.1709 µs⁻¹, this is a density error of 2.0 %. Subtraction has enlarged the relative error.

Near zero density $\tau\approx\tau_0$. With relative timing error $\epsilon$, the one-standard-deviation floor is

$$\delta\bar n=\frac{L}{c\sigma_0d}\,\frac{\sqrt2\,\epsilon}{\tau_0}=6.2\times10^5\ \mathrm{cm^{-3}} .$$

Because $L/(c\tau_0)$ is the baseline loss per pass, better mirrors lower this floor at fixed $\epsilon$. Lengthening an empty part of the cavity at fixed loss does not.

## Where the assumptions fail

**The edge of the sample.** Suppose the density is uniform over $d$ but decays as $e^{-s/h}$ with distance $s$ beyond each end. If the empty arms are much longer than $h$, each tail adds

$$\bar n\int_0^\infty e^{-s/h}ds=\bar nh$$

to the column. Dividing by $d$ alone then gives a density too high by the relative amount $2h/d$. For $h=1$ cm and $d=20$ cm this is 10 %, five times the timing error above.

**The laser width.** Let the laser have a normalized Gaussian spectrum $\rho(u)$ of full width $W_L$, centred on the line and averaged over cavity modes. The absorber multiplies the baseline signal by

$$Q(t)=\int\rho(u)e^{-\gamma(u)t}du,\qquad \gamma(u)=\frac{cK}{L}e^{-4\ln2\,u^2/W^2}.$$

The initial extra rate is $-Q'(0)=\int\rho\gamma\,du$. Write $a=4\ln2/W_L^2$ and $b=4\ln2/W^2$. Then $\rho=\sqrt{a/\pi}\,e^{-au^2}$, and the rate relative to its line-centre value is

$$\sqrt{\frac a\pi}\int e^{-(a+b)u^2}du=\sqrt{\frac a{a+b}}=\frac1{\sqrt{1+(W_L/W)^2}} .$$

For $W_L=0.50$ GHz the factor is 0.960, so the initial rate is 4.0 % too low.

The decay is also no longer a single exponential. At time $t$ the extra rate is the mean of $\gamma$ with weight $\rho e^{-\gamma t}$. Differentiating this mean gives $-(\langle\gamma^2\rangle-\langle\gamma\rangle^2)$, which is minus a variance. The rate therefore falls as the strongly absorbed frequencies disappear. For the example's $K$, numerical summation over the spectrum and an equally weighted straight-line fit to $\ln Q$ from 0 to $2\tau$ give a density 4.0 % too low. Over this interval the curvature adds little to the initial deficit.

**Saturation.** If a fraction $f$ of the atoms is excited, absorption is reduced to $1-f-(g_l/g_u)f$ of its weak-light value: the lower level is depleted, and stimulated emission returns photons. The relative deficit is $f(1+g_l/g_u)$.

Take a pulse of energy $E$ spread over beam area $a_b$. An atom at rest along the beam has its line at the centre of the laser spectrum. Averaged over the beam area, one pass excites such an atom with probability

$$p=S\,\frac{2}{W_L}\sqrt{\frac{\ln2}{\pi}}\,\frac{E}{h\nu_0a_b} .$$

Here the laser profile replaces the Doppler profile, since the laser line is much broader than the natural line of one atom. Atoms moving along the beam meet weaker parts of the spectrum and are excited less. Suppose first that the atomic dipole loses its phase between passes, so that excitation probabilities add. Count the two passes of each round trip together and neglect the weakening of the pulse. Excitation left from earlier trips then forms a geometric series,

$$f\approx2p\left(1+e^{-2AL/c}+\cdots\right)=\frac{2p}{1-e^{-2AL/c}} .$$

For 1.0 pJ inside the cavity, $a_b=0.010\ \mathrm{cm^2}$ and $W_L=0.50$ GHz, this gives a deficit of 1.7 % at line centre.

At low pressure that supposition fails. With radiative decay alone the dipole keeps its phase for about $2/A=125$ ns, while the pulse returns every 5.3 ns. For an atom whose velocity puts it in resonance with a cavity mode near the centre of the laser spectrum, the amplitudes of successive hits add. In the weak-light limit, the passes in one direction alone then excite it with probability

$$\frac{p}{(1-e^{-AL/c})^2}\approx0.22 .$$

This is no longer small, and these are the very atoms that absorb the light. The 1.7 % is therefore an underestimate at 1.0 pJ. The weak-light probability is proportional to pulse energy, so 0.010 pJ brings it down to 0.002. It is also inversely proportional to $a_b$, and the area assumed here is large for a single transverse mode. With mirrors of 1 m radius of curvature the fundamental mode covers only about $0.002\ \mathrm{cm^2}$ at its waist, which raises these probabilities more than fivefold. In practice, the pulse energy should be lowered until the inferred density stops changing. The price is noise: 0.010 pJ is only about $N=1.9\times10^4$ photons. Even if all were counted, one decay would give its time to no better than $1/\sqrt N\approx0.7$ %, so several decays must be averaged to reach the 0.5 % assumed above.

**The natural width.** Each atom has a Lorentzian line of full width $A/(2\pi)$ if $A$ is its total decay rate. Numerical integration of this line over the Maxwell distribution lowers the peak cross section by 0.14 %. The Doppler formula is adequate at line centre, provided the pressure is low enough that collisions with argon add little width; an added collisional width of 30 MHz would lower the peak by nearly 2 % in all.

**The transit time.** If the sample changes the single-pass time by $\delta$, Lemma 2 with the new round-trip time gives

$$K=\frac Lc\left(\frac1\tau-\frac1{\tau_0}\right)+\frac\delta\tau .$$

Causality links the phase $\phi$ added by a narrow line to its amplitude loss $K(\nu)/2$:

$$\phi(\nu)=\frac1\pi\,\mathrm P\!\!\int\frac{K(\nu')/2}{\nu'-\nu}\,d\nu' .$$

Write the Doppler profile as $K(\nu)=Ke^{-u^2/w^2}$, with $w=W/(2\sqrt{\ln2})$. Shifting the derivative onto $K(\nu')$ gives, at line centre,

$$\phi'(\nu_0)=\frac1{2\pi}\int\left(-\frac{2K}{w^2}\right)e^{-u^2/w^2}du=-\frac{K}{\sqrt\pi\,w} .$$

The pulse delay is $\delta=\phi'/(2\pi)=-K/(2\pi^{3/2}w)$. Its negative sign means an advance of the pulse peak, and neglecting it makes the density slightly too high. The relative size is $|\delta|/(\tau K)=0.005$ %, which is negligible.

**Temperature and isotopes.** At 600 K instead of 500 K, the same $K$ implies a lower-level density larger by $\sqrt{600/500}-1=9.5$ %. Both temperatures assume that collisions with the gas have slowed the iron. Freshly sputtered atoms carry energies of electronvolts, so their line is much wider, and using the 500 K cross section for them would give a density too low by a large factor, about nine for a typical sputtered energy distribution and a beam parallel to the wall. Natural iron also contains roughly 8 % of isotopes other than the main one, with slightly shifted lines. If they did not absorb at all at the chosen frequency, the density would have to be raised by $1/0.92-1=8.7$ %. For this rough isotope share, that is the largest possible upward correction. In the wing of the line the shifted isotopes can absorb far more than their share, and the correction is then downward and can be larger.

## The real process chamber

A path of tens of centimetres, gas at several hundred kelvin and ultraviolet mirrors with losses near $10^{-3}$ are reasonable for such a measurement. The iron density follows from the chosen times and is not offered as typical. It depends, among other things, on the ion flux and energy, the exposed steel area and how quickly iron is lost to the walls.

Real chambers break the sharp-edge assumption, because sputtered atoms diffuse into the mirror arms. For 1 cm tails the reading is 10 % high. Films growing on the mirrors break the equal-loss assumption. If the baseline loss exponent per pass grows by $10^{-5}$ between the two measurements, the apparent $K$ is wrong by the same amount, here about 2 % of it. It is too high if the baseline was measured first and too low if it was measured last. Alternating on-line and off-line measurements faster than the film grows reduces this error.

A source meant to sputter iron can give far higher densities. With a thousand times the present column and the same cavity, $K$ would be about 0.46 and $\tau$ about 6 ns. That is close to the round-trip time of 5.3 ns, leaving few passes from which to fit a decay. The resonant change of transit time would also make the inferred density about 1.5 % too high. A single-pass absorption measurement would suit that case better, since one pass at line centre would remove about 37 % of the light. Tuning the laser to the wing of the line also lengthens the decay. There, however, the cross section changes steeply with frequency and temperature, so the density is reliable only if the laser line is narrow enough and the gas temperature is well known. The single Doppler profile also fails there. About 2.7 GHz from the centre, where it has fallen a thousandfold, the natural Lorentzian wing adds about 14 %, and on the low-frequency side the line of $^{54}$Fe, shifted by roughly 0.7 GHz, more than doubles the cross section.

Numbers in the example were calculated in double precision.
